\section*{How much of the applied voltage moves graphene's Fermi level?}

\section*{Question}

I am modelling a graphene electrode in contact with an electrolyte at a controlled potential. I describe the interface by a Helmholtz layer of constant capacitance per area $C_H$, and I have been told to put graphene's quantum capacitance
\[
C_Q=\frac{2e^2|\mu|}{\pi\hbar^2v^2}
\]
in series with it. Here $\mu$ is the Fermi level measured from the Dirac point and $v$ is the band velocity.

I have three difficulties. First, I cannot get the factor 2 in $C_Q$ reliably: if I divide the total charge by $\mu$, I find half of this expression. Second, I do not see why a property of the band structure should act as a capacitor in series with a layer of solvent. Third, I want to know what share of the applied voltage moves the Fermi level. I tried the usual voltage divider, $C_H/(C_H+C_Q)$, with $C_Q$ taken at the final Fermi level. Multiplying the applied voltage by this factor does not give back the Fermi level I started from. What is going wrong?

\section*{Answer}

Your first and third difficulties have the same origin. The capacitance you quote is a differential one: it relates a small change of charge to a small change of $\mu$. Because it varies with $\mu$, it cannot be used unchanged for the whole voltage. There are therefore two shares to find, one for a small further step of voltage and one for the total voltage.

\subsection*{Counting the electrons}

Take zero temperature and the linear bands $E=\pm\hbar v k$, with $k$ measured from the corner of the Brillouin zone where the cone sits. Let $n$ be the excess number of electrons per area relative to neutral graphene, so that $n<0$ means holes. With $e>0$, the surface charge is $\sigma=-en$.

Suppose first that $\mu>0$. The upper cone is filled up to $k_F=\mu/(\hbar v)$. The allowed wavevectors have density $1/(2\pi)^2$ per unit area of sample, and there are four identical cones to fill, from two spins and two valleys. Hence
\begin{equation}
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{\mu^2}{\pi\hbar^2v^2}.
\end{equation}
For $\mu<0$ the same count gives the number of holes, because the lower cone mirrors the upper one. Both cases are contained in
\begin{equation}
n=\operatorname{sgn}(\mu)\,\frac{\mu^2}{\pi\hbar^2v^2}.
\label{eq:n}
\end{equation}
The derivative of $\mu^2$ is $2\mu$ for $\mu>0$, and that of $-\mu^2$ is $-2\mu=2|\mu|$ for $\mu<0$. So for either sign
\begin{equation}
\frac{dn}{d\mu}=\frac{2|\mu|}{\pi\hbar^2v^2}.
\label{eq:dos}
\end{equation}
This is the density of states at the Fermi level.

To turn it into a capacitance, express the change of filling as a voltage, $-d\mu/e$. The minus sign is there because a higher electron energy corresponds to a lower electric potential. The charge added per unit of this voltage is
\begin{equation}
C_Q=\frac{d\sigma}{-d\mu/e}=\frac{-e\,dn}{-d\mu/e}=e^2\frac{dn}{d\mu}
=\frac{2e^2|\mu|}{\pi\hbar^2v^2}.
\label{eq:cq}
\end{equation}
The factor 2 comes from differentiating $\mu^2$. Your ratio of total charge to total filling is a different quantity, the integral quantum capacitance:
\begin{equation}
\frac{e^2n}{\mu}=\frac{e^2|\mu|}{\pi\hbar^2v^2}=\frac{C_Q}{2}.
\label{eq:integral}
\end{equation}
Both are correct, and each has its own use below.

\subsection*{Why the two capacitances are in series}

A potentiostat controls the electrochemical potential of the electrons, $\tilde\mu$. It has two parts: the energy of the Dirac point, and the height $\mu$ to which the bands are filled above it. Let $\phi$ be the electrostatic potential of the graphene relative to the interior of the solution, minus its value when the graphene is neutral. I assume that the bands move rigidly with this potential, so the Dirac point shifts by $-e\phi$. Then
\begin{equation}
\tilde\mu-\tilde\mu_{\rm neutral}=\mu-e\phi .
\end{equation}
Measure the electrode potential $V$ from the neutral point as well, against a reference electrode whose potential relative to the solution is fixed. The left-hand side is then $-eV$.

The Helmholtz layer obeys $\sigma=C_H\phi$, so $\phi=-en/C_H$ and $-e\phi=e^2n/C_H$. The voltage balance is
\begin{equation}
-eV=\mu+\frac{e^2n}{C_H}.
\label{eq:balance}
\end{equation}
A positive $V$ removes electrons and makes both $\mu$ and $n$ negative, as it should.

This equation also answers a question of wording. The electrochemical potential moves by the full $-eV$, whatever the capacitances are. What moves by only a share of it is the Fermi level relative to the Dirac point. In a constant-potential calculation $\tilde\mu$ is the input, while $\mu$ and $n$ are outputs.

The balance can also be obtained from an energy. At fixed potential, the electrode minimises
\begin{equation}
\Omega(n)=\varepsilon_{\rm band}(n)+\frac{e^2n^2}{2C_H}+eVn .
\label{eq:omega}
\end{equation}
The terms are the band energy per area, the energy stored in the layer, and the cost of drawing electrons from a reservoir at energy $-eV$. For $n>0$, the states in a ring of width $dk$ number $4\cdot2\pi k\,dk/(2\pi)^2=(2k/\pi)\,dk$, so
\begin{equation}
\varepsilon_{\rm band}=\int_0^{k_F}\frac{2k}{\pi}\,\hbar vk\,dk=\frac{2\hbar vk_F^3}{3\pi},
\qquad
\frac{d\varepsilon_{\rm band}}{dn}
=\frac{2\hbar vk_F^2/\pi}{2k_F/\pi}=\hbar vk_F=\mu .
\end{equation}
The second result divides $d\varepsilon_{\rm band}/dk_F$ by $dn/dk_F$. Setting $d\Omega/dn=0$ gives $\mu+e^2n/C_H+eV=0$, which is equation~\eqref{eq:balance}. The second derivative, $d\mu/dn+e^2/C_H$, is positive, so this is a minimum. The case $n<0$ follows from the mirror symmetry of the bands.

The energy shows why a band-structure property acts like a capacitor. Adding charge costs electrostatic energy in the layer, and it also costs kinetic energy, because the new electrons must occupy higher states. The same charge pays both costs, and the corresponding voltages add. That is what a series connection means.

To see it in the usual form, differentiate equation~\eqref{eq:balance} with respect to $n$, using $d\mu/dn=e^2/C_Q$ for $\mu\neq0$:
\begin{equation}
-e\frac{dV}{dn}=\frac{e^2}{C_Q}+\frac{e^2}{C_H}.
\end{equation}
Since $d\sigma=-e\,dn$, we have $dV/d\sigma=-(1/e)\,dV/dn$. This is the left-hand side divided by $e^2$. With $C=d\sigma/dV$,
\begin{equation}
\frac1C=\frac1{C_Q}+\frac1{C_H}.
\label{eq:series}
\end{equation}

\subsection*{The share of a small voltage step}

Now differentiate equation~\eqref{eq:balance} with respect to $\mu$ instead. The first term gives 1 and the second gives $(e^2/C_H)\,dn/d\mu=C_Q/C_H$. Inverting the result gives the differential share
\begin{equation}
s\equiv\frac{d\mu}{d(-eV)}=\frac{1}{1+C_Q/C_H}=\frac{C_H}{C_H+C_Q}.
\label{eq:s}
\end{equation}
This is your voltage divider. It is correct for a small step around a given state. The smaller of two series capacitances takes the larger part of the step, so near the Dirac point, where $C_Q$ is small, nearly the whole step goes into band filling. As the graphene is charged, $C_Q$ grows and the Helmholtz layer takes more.

\subsection*{The share of the total voltage}

For the whole voltage we must solve the balance itself. The two terms on the right of equation~\eqref{eq:balance} have the same sign, so their magnitudes add. With equation~\eqref{eq:n},
\begin{equation}
e|V|=|\mu|+\frac{e^2\mu^2}{\pi\hbar^2v^2C_H}.
\label{eq:quad0}
\end{equation}
The natural energy scale is the Fermi level $\mu_*$ at which the two capacitances are equal. Setting $C_Q=C_H$ in equation~\eqref{eq:cq} gives
\begin{equation}
\mu_*=\frac{\pi\hbar^2v^2C_H}{2e^2},
\qquad\text{so that}\qquad
\frac{C_Q}{C_H}=\frac{|\mu|}{\mu_*},
\qquad
\frac{e^2}{\pi\hbar^2v^2C_H}=\frac1{2\mu_*}.
\end{equation}
Insert the last relation into equation~\eqref{eq:quad0} and multiply by $2\mu_*$:
\begin{equation}
\mu^2+2\mu_*|\mu|-2\mu_*e|V|=0 .
\end{equation}
The roots for $|\mu|$ are $-\mu_*\pm\sqrt{\mu_*^2+2\mu_*e|V|}$. A magnitude cannot be negative, which selects the plus sign. With $u=e|V|/\mu_*$,
\begin{equation}
|\mu|=\mu_*\left(\sqrt{1+2u}-1\right).
\label{eq:mu}
\end{equation}
The total share is this divided by $e|V|=u\mu_*$. Multiplying numerator and denominator by $\sqrt{1+2u}+1$ turns the numerator into $(1+2u)-1=2u$, and therefore
\begin{equation}
S\equiv\frac{|\mu|}{e|V|}=\frac{\sqrt{1+2u}-1}{u}
=\frac{2}{1+\sqrt{1+2u}} .
\label{eq:S}
\end{equation}
The differential share in the same variable follows from equation~\eqref{eq:mu}, which says that $1+|\mu|/\mu_*=\sqrt{1+2u}$. Hence
\begin{equation}
s=\frac1{1+|\mu|/\mu_*}=\frac1{\sqrt{1+2u}} .
\label{eq:su}
\end{equation}

To compare $S$ with your divider, replace $\sqrt{1+2u}$ in equation~\eqref{eq:S} by $1+|\mu|/\mu_*$:
\begin{equation}
S=\frac{2}{2+|\mu|/\mu_*}=\frac{1}{1+|\mu|/(2\mu_*)}
=\frac{C_H}{C_H+C_Q/2}.
\label{eq:Sint}
\end{equation}
So a divider does exist for the total voltage, but it contains the integral capacitance $C_Q/2$ of equation~\eqref{eq:integral}. Using $C_Q$ at the final Fermi level treats every earlier step of the charging as if it had met the final, largest quantum capacitance. This underestimates the shift. Put differently, $S$ is the average of $s$ over the voltage from zero to $|V|$, and since $s$ falls along the way, $S$ is larger than its final value.

For $u\ll1$, expanding the square root gives $S\approx1-u/2$ and $s\approx1-u$: the voltage mostly fills bands. For $u\gg1$, $S\approx\sqrt{2/u}$ and $s\approx1/\sqrt{2u}$, so the ratio of the total share to the differential one tends to two. This limit is approached slowly: in the example below the ratio is still only $1.4$ at $1.0$~V, where $u=2.35$. The differential share reaches one half when $1+2u=4$, that is $u=3/2$. The total share reaches one half when $\sqrt{1+2u}=3$, that is $u=4$.

\subsection*{Numbers for one interface}

Take the round values $v=10^6$~m/s and $C_H=10~\mu\mathrm{F/cm^2}$. Electronvolts, volts and nanometres are convenient here. Then $\hbar v=0.6582$~eV\,nm, and one $e/(\mathrm{V\,nm^2})$ equals $16.022~\mu\mathrm{F/cm^2}$. The quantum capacitance per electronvolt of $|\mu|$ is
\[
\frac{2}{\pi(0.6582)^2}\times16.022=23.54~\mu\mathrm{F/cm^2},
\]
which gives $\mu_*=10/23.54=0.4248$~eV.

Apply $|V|=0.5$~V. Then $u=0.5/0.4248=1.177$, and
\[
|\mu|=0.4248\left(\sqrt{1+2\times1.177}-1\right)=0.353~\mathrm{eV},
\]
or $0.0130$ hartree. The total share is $S=0.353/0.5=0.706$.

The balance can be checked from the charge. Equation~\eqref{eq:n} gives $|n|=0.0916~\mathrm{nm^{-2}}$, so the layer carries $0.0916\times16.022/10=0.147$~V. Together with the $0.353$~V spent on band filling, this makes $0.500$~V.

At this point $C_Q=23.54\times0.353=8.3~\mu\mathrm{F/cm^2}$. The series capacitance is $10\times8.3/18.3=4.5~\mu\mathrm{F/cm^2}$, and a further small step is shared with $s=10/18.3=0.546$. Your procedure multiplies the total voltage by this last number and finds $0.5\times0.546=0.273$~eV instead of $0.353$~eV. With $C_Q/2$ in the divider, the correct value returns.

The same steps at other voltages give the following table. Capacitances are in $\mu\mathrm{F/cm^2}$. The last column is discussed below.

\begin{center}
\begin{tabular}{ccccccc}
\hline
$|V|$ (V) & $|\mu|$ (eV) & $C_Q$ & $C$ & $S$ & $s$ & $S_{300}$\\
\hline
0.1 & 0.090 & 2.1 & 1.8 & 0.904 & 0.825 & 0.883\\
0.5 & 0.353 & 8.3 & 4.5 & 0.706 & 0.546 & 0.703\\
1.0 & 0.590 & 13.9 & 5.8 & 0.590 & 0.419 & 0.588\\
\hline
\end{tabular}
\end{center}

The differential share falls to one half at $0.64$~V, the total share at $1.70$~V. At the second voltage $|\mu|=2\mu_*$, about $0.85$~eV. That lies beyond the range compared with a lattice band below, so treat it as an extrapolation of the linear model.

\subsection*{Temperature near the neutral point}

At zero temperature $C_Q$ vanishes at the Dirac point and the share there is one. At finite temperature $T$ this changes, because electrons and holes are thermally excited. Let $f(E)=1/(e^{(E-\mu)/k_BT}+1)$. By equation~\eqref{eq:dos} the density of states at energy $E$ is $2|E|/(\pi\hbar^2v^2)$. Since $\partial f/\partial\mu=-\partial f/\partial E$,
\begin{equation}
C_Q(T)=\frac{2e^2}{\pi\hbar^2v^2}\int_{-\infty}^{\infty}|E|\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Integrate by parts separately on each side of $E=0$, using $f$ for positive energies and $1-f$ for negative ones. The boundary terms vanish, and with $x=\mu/k_BT$
\begin{align}
\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
&=\int_0^\infty f\,dE=k_BT\ln(1+e^{x}),\\
\int_{-\infty}^0(-E)\left(-\frac{\partial f}{\partial E}\right)dE
&=\int_{-\infty}^0(1-f)\,dE=k_BT\ln(1+e^{-x}).
\end{align}
The product $(1+e^x)(1+e^{-x})$ equals $2+e^x+e^{-x}=2+2\cosh x$, so
\begin{equation}
C_Q(T)=\frac{2e^2k_BT}{\pi\hbar^2v^2}\,\ln\!\left[2+2\cosh\frac{\mu}{k_BT}\right].
\label{eq:thermal}
\end{equation}
For $|\mu|\gg k_BT$ the logarithm tends to $|\mu|/k_BT$, and equation~\eqref{eq:cq} returns. At $\mu=0$ the logarithm is $\ln4$. At 300~K, where $k_BT=0.02585$~eV, this gives $C_Q=0.844~\mu\mathrm{F/cm^2}$. The differential share at neutrality is then $10/10.844=0.922$ rather than one.

\subsection*{How far the linear bands can be trusted}

The column $S_{300}$ comes from a nearest-neighbour honeycomb lattice at 300~K, summed over the whole Brillouin zone, with the voltage balance solved for its actual charge. As an input of the model the lattice constant is set to $0.246$~nm, and the hopping, $3.090$~eV, is then chosen to give the same $v$ at the Dirac point. No cone and no number of valleys is assumed in that sum, so it tests the valley factor 2 in the count of four cones. The spin factor 2 is put in by hand and is not tested. The numerical check also minimises equation~\eqref{eq:omega} directly and recovers both zero-temperature shares.

At $0.1$~V the lattice share lies $0.02$ below the zero-temperature formula. This is mainly a thermal effect: the linear cone with equation~\eqref{eq:thermal} reproduces the lattice share to within $0.003$. At $0.5$ and $1.0$~V the differences are only about $0.003$ and $0.002$.

The lattice value of $C_Q$ exceeds equation~\eqref{eq:cq} by $0.5\%$ of the formula's value at $|\mu|=0.353$~eV, and by $1.3\%$ at $0.590$~eV. Equation~\eqref{eq:thermal} shows that the thermal correction of a linear cone is negligible at these levels, so the excess comes from the bending of the lattice bands.

These percentages belong to the nearest-neighbour model, whose bands are mirror images for electrons and holes. They are not the full error for real graphene. A hopping $t'$ between second neighbours adds a term $-t'(\hbar vk/t)^2$ to both bands, where $t$ is the nearest-neighbour hopping. To first order this changes $C_Q$ by the fraction $3t'\mu/t^2$, with opposite signs for electrons and holes. For an illustrative $|t'|=0.3$~eV this is about $3\%$ at $|\mu|=0.353$~eV and $6\%$ at $0.590$~eV, larger than the bending found above. The total share then changes by less than $0.01$ at the voltages of the table.

These comparisons concern the bands, not the model of the interface. The results still assume a constant $C_H$, no diffuse layer in the electrolyte, no adsorption or charge transfer, and no electron--electron contribution to $d\mu/dn$ beyond the electrostatic energy of the layer. They also assume a single, uniformly doped graphene layer. In a real sample, charged impurities make $\mu$ vary from place to place. Since $C_Q$ grows with $|\mu|$ on both sides of the Dirac point, this raises its average near neutrality above the value given here and lowers the share of a small step there. If the graphene is doped at your chosen zero of potential, first find the potential at which it is neutral and measure $V$ from there. Equation~\eqref{eq:S} does not apply to a voltage interval that starts from a charged state; for that, take the difference of two values of $\mu$, with their signs.

\section*{Numbers as computed}
\begin{verbatim}
velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
Helmholtz capacitance C_H = 10.0 microfarad/cm^2
1 e/(V nm^2) = 16.022 microfarad/cm^2
C_Q per eV of |mu| = 23.54 microfarad/cm^2
crossover level mu_star = 0.4248 eV
--- |V| = 0.1 V, zero temperature ---
u = 0.2354 (no unit)
|mu| = 0.0904 eV
|n| = 0.0060 nm^-2
voltage across Helmholtz layer = 0.0096 V
C_Q = 2.128 microfarad/cm^2
series C = 1.755 microfarad/cm^2
total share = 0.9038 (no unit)
differential share = 0.8245 (no unit)
total share, lattice at 300 K = 0.8833 (no unit)
--- |V| = 0.5 V, zero temperature ---
u = 1.1771 (no unit)
|mu| = 0.3532 eV
|n| = 0.0916 nm^-2
voltage across Helmholtz layer = 0.1468 V
C_Q = 8.315 microfarad/cm^2
series C = 4.540 microfarad/cm^2
total share = 0.7063 (no unit)
differential share = 0.5460 (no unit)
total share, lattice at 300 K = 0.7031 (no unit)
--- |V| = 1.0 V, zero temperature ---
u = 2.3543 (no unit)
|mu| = 0.5901 eV
|n| = 0.2558 nm^-2
voltage across Helmholtz layer = 0.4099 V
C_Q = 13.893 microfarad/cm^2
series C = 5.815 microfarad/cm^2
total share = 0.5901 (no unit)
differential share = 0.4185 (no unit)
total share, lattice at 300 K = 0.5879 (no unit)
--- further numbers ---
|mu| at 0.5 V = 0.01298 hartree
|mu| at 0.5 V if C_Q is misused for the total share = 0.2730 eV
|V| where differential share is 1/2 = 0.637 V
|V| where total share is 1/2 = 1.699 V
temperature = 300 K, k_B T = 0.02585 eV
C_Q at mu = 0, 300 K = 0.844 microfarad/cm^2
share near V = 0 at 300 K = 0.9222 (no unit)
lattice constant = 0.246 nm, hopping = 3.090 eV
lattice C_Q excess over formula at |mu| = 0.353 eV: 0.46 percent
lattice C_Q excess over formula at |mu| = 0.590 eV: 1.27 percent
\end{verbatim}
